# Energy barrier that maximizes the power factor at fixed Fermi level

## Question

I am working on an exercise about energy filtering in a thermoelectric. The material has one parabolic conduction band with relaxation time $\tau\propto E^{r}$. An ideal filter stops every carrier with energy below a barrier $E_b$ from contributing to transport and leaves the others alone. The Fermi level $\mu$ and the temperature are held fixed, and I must find the $E_b$ that maximizes the power factor $S^2\sigma$, for $r=-1/2$ and for $r=3/2$.

I can see the competition: a higher barrier raises $|S|$ and lowers $\sigma$. But when I differentiate $S^2\sigma$ I get a ratio of incomplete Fermi integrals that I cannot interpret. I also don't know whether a maximum at nonzero $E_b$ has to exist, or whether there could be several. How does one settle this, and what are the barriers for, say, $\mu=0.05$ eV at 300 K?

## Answer

The derivative simplifies if you keep the integrals unevaluated until after you have differentiated. I use atomic units in the algebra, $\hbar=e=m_e=1$, and also $k_B=1$, so that $T$ is an energy and $S$ is a pure number in units of $k_B/e$. Energies are measured from the band edge.

### The transport distribution

Let $F$ be the total force on an electron along $x$, including the gradient of $\mu$. To first order in the driving forces, the relaxation-time Boltzmann equation gives

$$\delta f=\tau v_x\left(-\frac{\partial f}{\partial E}\right)\left[F-\frac{E-\mu}{T}\frac{dT}{dx}\right],$$

where $f$ is the Fermi function. Multiplying by $v_x$ and summing over states, with a factor 2 for spin, gives the particle current

$$j=\int dE\,\Sigma(E)\left(-\frac{\partial f}{\partial E}\right)\left[F-\frac{E-\mu}{T}\frac{dT}{dx}\right].$$

To find $\Sigma$, average over directions, $v_x^2\to v^2/3$, and use $2\,d^3k/(2\pi)^3\to k^2dk/\pi^2$ with $dk=dE/v$:

$$\Sigma=\frac{k^2}{\pi^2v}\,\frac{v^2\tau}{3}=\frac{k^2\lambda}{3\pi^2}=\frac{2mE\,\lambda(E)}{3\pi^2},\qquad \lambda=v\tau .$$

Since $v\propto E^{1/2}$, the mean free path is $\lambda=\lambda_0(E/E_0)^{r+1/2}$. Hence

$$\Sigma=C E^{s},\qquad s=r+\tfrac32,\qquad C=\frac{2m\lambda_0}{3\pi^2E_0^{\,s-1}} .$$

Your two cases are $s=1$ and $s=3$. The filter replaces $\Sigma$ by zero for $E<E_b$.

With $dT/dx=0$ the current gives $\sigma=\int_{E_b}^\infty\Sigma(-\partial f/\partial E)\,dE$. With $j=0$ it gives $F=\langle E-\mu\rangle (dT/dx)/T$, where the average has weight $\Sigma(-\partial f/\partial E)$ above the barrier. The electron charge is $-1$, so the electrochemical field is $-F$, and

$$S=\frac{-F}{dT/dx}=-\frac{\langle E-\mu\rangle}{T}.$$

Now set $x=E/T$, $\eta=\mu/T$, $b=E_b/T$, and let $y=b-\eta$ be the barrier measured from the Fermi level. With $w(u)=1/[4\cosh^2(u/2)]$ we have $-\partial f/\partial E=w(x-\eta)/T$. Define

$$I_0=\int_b^\infty x^s\,w(x-\eta)\,dx,\qquad I_1=\int_b^\infty x^s(x-\eta)\,w(x-\eta)\,dx .$$

Then

$$\sigma=CT^sI_0,\qquad S=-\frac{I_1}{I_0},\qquad S^2\sigma=CT^s\,\frac{I_1^2}{I_0}.$$

### The stationarity condition

The barrier enters through the lower limits alone, so

$$\frac{dI_0}{db}=-b^sw(y),\qquad \frac{dI_1}{db}=-y\,b^sw(y).$$

Therefore

$$\frac{d\ln(S^2\sigma)}{db}=\frac{2}{I_1}\frac{dI_1}{db}-\frac1{I_0}\frac{dI_0}{db}
=b^sw(y)\left[\frac1{I_0}-\frac{2y}{I_1}\right]
=\frac{b^sw(y)}{I_1}\,(M-2y),$$

where $M=I_1/I_0=\langle E-\mu\rangle/T$.

The sign of $I_1$ matters here. It is positive for every $b\ge0$:

- At $b=0$ and $\eta\le0$, the integrand is nowhere negative.
- At $b=0$ and $\eta>0$, pair the energies $u=x-\eta$ and $-u$ for $0<u<\eta$. Since $w$ is even, each pair contributes $[(\eta+u)^s-(\eta-u)^s]\,u\,w(u)>0$, and the remainder $u>\eta$ is positive too.
- Raising $b$ up to $\eta$ removes negative contributions, and for $b>\eta$ only positive ones are left.

So the power factor rises with the barrier while $M>2y$ and falls when $M<2y$. A maximum at nonzero barrier obeys

$$\boxed{E_b-\mu=\tfrac12\langle E-\mu\rangle=\tfrac12|S|T}$$

The factor $\tfrac12$ has a simple origin. Remove a thin slice of carriers at the barrier that carries a fraction $\delta$ of the conductivity. Then $I_0$ drops by the fraction $\delta$ and $I_1$ by $\delta\,y/M$. Because $I_1$ enters squared, $S^2\sigma$ changes by the fraction $\delta-2\delta y/M$. The slice is worth removing if its energy above $\mu$ is less than half the mean. Carriers somewhat above the Fermi level are therefore also worth removing, not just those below it.

### One maximum, or none at nonzero barrier

Let $g(x)=x^sw(x-\eta)$. Its logarithm is concave, because $s\ln x$ is concave and $(\ln w)''=-\tfrac12\,\mathrm{sech}^2(u/2)<0$. Let $G(b)=\int_b^\infty g\,dx$. Integrating by parts, the mean energy above the cut is

$$M-y=\frac{\int_0^\infty t\,g(b+t)\,dt}{G(b)}=\int_0^\infty\frac{G(b+t)}{G(b)}\,dt .$$

Put $h=g/G$. Then

$$\frac{1}{h(b)}=\int_0^\infty\frac{g(b+t)}{g(b)}\,dt .$$

Concavity makes $g(b+t)/g(b)$ a non-increasing function of $b$, so $h$ is non-decreasing. Hence

$$\frac{d}{db}\ln\frac{G(b+t)}{G(b)}=h(b)-h(b+t)\le0,$$

and $M-y$ does not grow with $b$. Since $dy/db=1$, this means $dM/db\le1$, so $M-2y$ falls with slope $-1$ or steeper. It has at most one zero:

- If $M-2y>0$ at $b=0$, there is one maximum, at $E_b>0$.
- Otherwise the power factor falls from the start, and the best barrier is $E_b=0$.

### Explicit equations for the two exponents

For integer $s$ the integrals can be written with polylogarithms. Define $P_k(y)=-\mathrm{Li}_k(-e^{-y})$. The first two are

$$P_0=\frac1{e^y+1},\qquad P_1=\ln(1+e^{-y}).$$

They obey $P_k'=-P_{k-1}$ and $P_0'=-w$, and all vanish as $y\to\infty$. Repeated integration by parts then gives

$$K_n\equiv\int_b^\infty x^nw(x-\eta)\,dx=\sum_{k=0}^n\frac{n!}{(n-k)!}\,b^{n-k}P_k(y).$$

Here $I_0=K_s$ and $I_1=K_{s+1}-\eta K_s$. The condition $I_1=2yI_0$ becomes $K_{s+1}=(\eta+2y)K_s$, and since $\eta+y=b$,

$$K_{s+1}=(b+y)K_s .$$

**Case $r=-1/2$, $s=1$.** The integrals are $K_1=bP_0+P_1$ and $K_2=b^2P_0+2bP_1+2P_2$, while

$$(b+y)K_1=b^2P_0+bP_1+ybP_0+yP_1 .$$

Subtracting,

$$b(P_1-yP_0)+2P_2-yP_1=0 .$$

**Case $r=3/2$, $s=3$.** Now

$$K_3=b^3P_0+3b^2P_1+6bP_2+6P_3,$$

$$K_4=b^4P_0+4b^3P_1+12b^2P_2+24bP_3+24P_4 .$$

The terms $b^4P_0$ cancel in $K_4-(b+y)K_3$, leaving

$$b^3(P_1-yP_0)+b^2(6P_2-3yP_1)+b(18P_3-6yP_2)+24P_4-6yP_3=0 .$$

In both equations $y=b-\eta$, so each has one unknown. The left side equals $I_0(M-2y)$: it is positive below the optimum and negative above it, which makes bisection safe.

### When a barrier helps at all

At $b=0$ we have $y=-\eta$, $K_s=s!\,P_s$ and $K_{s+1}=(s+1)!\,P_{s+1}$. The optimum leaves $E_b=0$ when

$$(s+1)\,P_{s+1}(-\eta)=-\eta\,P_s(-\eta).$$

There is one such threshold. At $b=0$, $M-2y=\langle x\rangle+\eta$, and $\langle x\rangle$ grows with $\eta$: its derivative is the covariance of $x$ with $\partial\ln w(x-\eta)/\partial\eta=\tanh[(x-\eta)/2]$, and both are increasing functions of $x$. For a nondegenerate gas $P_k\approx e^{-y}$ for all $k$, so the threshold is near $\eta=-(s+1)$. The numerical roots are $\eta=-2.06$ for $r=-1/2$ and $\eta=-4.00$ for $r=3/2$. Below them, even the slowest carriers lie more than half the mean energy above $\mu$, and each one is worth keeping.

### The strongly degenerate limit

For $\eta\to\infty$ at fixed $y$, the factor $x^s=\eta^s(1+u/\eta)^s$ is constant across the thermal window. Then $I_0\propto P_0$ and $I_1\propto yP_0+P_1$, and the condition reduces to $P_1=yP_0$:

$$\ln(1+e^{-y})=\frac{y}{e^y+1}\quad\Rightarrow\quad y_\infty=1.145 .$$

Both exponents share this limit, with $|S|=2y_\infty=2.289$ in units of $k_B/e$, or 197 μV/K. The leading correction to $y$ is proportional to $s/\eta$, since that is the relative slope of $x^s$ at the Fermi level.

At finite $\eta$, a larger $s$ puts more weight on high energies. At a fixed cut, $\partial M/\partial s$ is the covariance of $x$ with $\ln x$, which is positive. The zero of $M-2y$ therefore moves up with $s$. So at the same $\mu$ the barrier for $r=3/2$ lies above the one for $r=-1/2$, unless both are zero. Comparison with $s=0$, where the condition is again $P_1=yP_0$, shows that $y>y_\infty$ at any nonzero optimal barrier.

### Numbers for $\mu=0.05$ eV at 300 K

Take $m=m_e$ and a mean free path of 100 Å at 0.1 eV for both exponents. These are round model parameters. The barrier depends on $\mu$, $T$ and $s$ alone, while $m$ and $\lambda_0$ set the scale of $\sigma$. With $T=0.025852$ eV, $\eta=1.934$.

**$r=-1/2$.** The root is $b=3.304$, $y=1.370$, where $P_0=0.20264$, $P_1=0.22645$ and $P_2=0.23959$. Check it in the equation:

$$3.304\,(0.22645-0.27759)+0.47918-0.31021=-0.1690+0.1690=0 .$$

The barrier is $E_b=3.304\times0.025852=0.0854$ eV, which is 0.0354 eV above $\mu$. The mean excess energy is 0.0708 eV, twice as much.

In eV and Å, $m$ becomes $1/7.620$ eV⁻¹Å⁻², so

$$C=\frac{2\times100}{3\pi^2\times7.620}=0.8865\ \text{Å}^{-1}\text{eV}^{-1}.$$

With $K_1=0.8960$,

$$\sigma=0.8865\times0.025852\times0.8960=0.02053,$$

in units of $e^2/(\hbar\,\text{Å})$. With $S=-2y=-2.740$,

$$S^2\sigma=2.740^2\times0.02053=0.1541$$

in units of $k_B^2/(\hbar\,\text{Å})$, or 2.79 mW/(m K²). Without a barrier it is 0.0837, so the gain is a factor 1.84. The conductivity falls to 43% of its unfiltered value, while $S$ goes from −115 to −236 μV/K.

**$r=3/2$.** The root is $b=3.864$, $y=1.930$. The four terms of the cubic equation, in order, are

$$-6.293+0.844+3.648+1.802\approx0,$$

which vanishes to the rounding. The barrier is $E_b=3.864\times0.025852=0.0999$ eV, or 0.0499 eV above $\mu$. Here $C=88.65$ Å⁻¹eV⁻³ and $K_3=17.49$, so

$$\sigma=88.65\times0.025852^3\times17.49=0.02679,\qquad S^2\sigma=3.860^2\times0.02679=0.399,$$

or 7.21 mW/(m K²). Without a barrier it is 0.337, so the gain is a factor 1.19. The conductivity falls to 64%, and $S$ goes from −245 to −333 μV/K. This scattering law already favours fast carriers, which is why the unfiltered $|S|$ is large and the filter has less to add.

The maximum is flat. A barrier misplaced by 0.01 eV costs about 2% of the maximum power factor for $r=-1/2$ and about 1% for $r=3/2$. Compare the gains of the two exponents rather than their absolute power factors, which depend on matching the mean free paths at 0.1 eV.

The numerical check also maximizes the $k$-space Boltzmann expression directly, without the stationarity condition, and finds the same barriers. Other Fermi levels at 300 K give:

| $\mu$ (eV) | $E_b$ (eV), $r=-\frac12$ | gain | $E_b$ (eV), $r=\frac32$ | gain |
|---|---|---|---|---|
| −0.05 | 0.002 | 1.00002 | 0.028 | 1.002 |
| 0.00 | 0.039 | 1.12 | 0.060 | 1.04 |
| 0.05 | 0.085 | 1.84 | 0.100 | 1.19 |
| 0.10 | 0.134 | 3.54 | 0.144 | 1.48 |
| 0.20 | 0.232 | 10.0 | 0.238 | 2.47 |

Each gain compares with the unfiltered power factor at the same $\mu$, which need not be the best unfiltered one. For $r=-1/2$ the unfiltered power factor peaks at $\mu=0.017$ eV, and against that peak the gains at $\mu=0.05$, 0.10 and 0.20 eV are 1.66, 2.25 and 3.45. The tabulated gain grows with $\mu$ because the unfiltered $|S|$ falls: more of the current is carried close to $\mu$ or below it, and the filter removes much of that part. Carriers below $\mu$ also enter $I_1$ with a negative sign. At $\mu=0.20$ eV they offset about 53% of the positive part for $r=-1/2$ but only 17% for $r=3/2$; the cancellation becomes nearly complete only in the strongly degenerate limit. In the first row the order of the gains is reversed. There $\mu$ is just above the threshold for $r=-1/2$ (−0.053 eV) but well above the one for $r=3/2$ (−0.104 eV).

### What the result assumes

- The filter acts on total energy. A planar barrier that conserves transverse momentum selects on the kinetic energy of motion normal to it, and the condition above does not carry over as it stands.
- The filter adds no scattering above $E_b$, and there is no second band.
- The Boltzmann picture needs $k\lambda\gg1$. For $r=3/2$, $\lambda\propto E^2$ shrinks quickly at low energy, and with these parameters $k\lambda$ reaches 1 near 0.03 eV. States below that energy carry about 4% of the unfiltered $\sigma$ at $\mu=-0.05$ eV, 2% at $\mu=0$ and 0.5% at $\mu=0.05$ eV. The barriers in the first row have $k\lambda\approx0.7$ ($r=3/2$) and $\approx2$ ($r=-1/2$), and the $r=3/2$ barrier at $\mu=0$ has $k\lambda\approx5$, so these entries are properties of the model rather than predictions.
- This is the optimum of the power factor, not of the efficiency, which also depends on the thermal conductivity of the electrons and the lattice.

## Calculated quantities

```
hbar^2/m_e = 7.61996 eV angstrom^2
temperature = 300 K, kT = 0.025852 eV
Fermi level = 0.050 eV, eta = 1.9341
mean free path = 100 angstrom at E = 0.1 eV
unit kB/e = 86.1733 microvolt/K
unit kB^2/(hbar angstrom) = 18.0755 mW/(m K^2)
degenerate limit of (E_b-mu)/kT = 1.14455
degenerate limit of |S| = 2.28911 kB/e = 197.26 microvolt/K
--- r = -0.5, s = 1
threshold eta = -2.0607, threshold mu = -0.05327 eV
prefactor C = 0.88645 1/(angstrom eV^1)
optimal b = 3.30396, y = 1.36988
P_0.. at optimum = 0.202640, 0.226449, 0.239591
K_s = 0.89596, K_(s+1) = 4.18759
optimal barrier E_b = 0.08541 eV
direct numerical maximum at 0.08541 eV
E_b - mu = 0.03541 eV, mean E - mu = 0.07083 eV
sigma: no barrier 0.047417, optimum 0.020532 e^2/(hbar angstrom)
sigma ratio optimum/no barrier = 0.4330
S: no barrier -1.3288, optimum -2.7398 kB/e
S: no barrier -114.51, optimum -236.09 microvolt/K
power factor: no barrier 0.08373, optimum 0.15412 kB^2/(hbar angstrom)
power factor: no barrier 1.513, optimum 2.786 mW/(m K^2)
power factor gain = 1.8408
fraction kept, barrier 0.01 eV low 0.9808, high 0.9813
--- r = +1.5, s = 3
threshold eta = -4.0045, threshold mu = -0.10353 eV
prefactor C = 88.64537 1/(angstrom eV^3)
optimal b = 3.86392, y = 1.92983
P_0.. at optimum = 0.126769, 0.135555, 0.140218, 0.142645, 0.143891
K_s = 17.49112, K_(s+1) = 101.33921
optimal barrier E_b = 0.09989 eV
direct numerical maximum at 0.09989 eV
E_b - mu = 0.04989 eV, mean E - mu = 0.09978 eV
sigma: no barrier 0.041622, optimum 0.026789 e^2/(hbar angstrom)
sigma ratio optimum/no barrier = 0.6436
S: no barrier -2.8441, optimum -3.8597 kB/e
S: no barrier -245.08, optimum -332.60 microvolt/K
power factor: no barrier 0.33666, optimum 0.39908 kB^2/(hbar angstrom)
power factor: no barrier 6.085, optimum 7.214 mW/(m K^2)
power factor gain = 1.1854
fraction kept, barrier 0.01 eV low 0.9913, high 0.9906
--- mu (eV); r=-1/2: E_b (eV), gain; r=3/2: E_b (eV), gain
-0.05; 0.00179, 1.00002; 0.02810, 1.00172
+0.00; 0.03934, 1.11554; 0.06042, 1.03672
+0.05; 0.08541, 1.84079; 0.09989, 1.18538
+0.10; 0.13369, 3.54037; 0.14401, 1.48376
+0.20; 0.23215, 10.03513; 0.23835, 2.46753
```
